# Allowed and Forbidden Direct Absorption Edges from Bloch Momentum Matrix Elements

## Definitions and conventions

Consider a crystal of volume $\Omega$ at zero temperature with filled valence bands $v$ and empty conduction bands $c$. The electrons are independent, with charge $-e$ and mass $m$, and move in a local periodic potential $U(\mathbf r)$. Spin–orbit coupling is neglected, so each orbital state counts twice. Bloch states are normalized over $\Omega$, and

$$
\mathbf p_{cv}(\mathbf k)=\langle \psi_{c\mathbf k}|\mathbf p|\psi_{v\mathbf k}\rangle ,\qquad E_{cv}(\mathbf k)=E_c(\mathbf k)-E_v(\mathbf k). \tag{1}
$$

The field is linearly polarized along the real unit vector $\hat{\mathbf e}$. Fields vary as $e^{-i\omega t}$, so absorption means $\varepsilon_2>0$, where $\varepsilon_2$ is the imaginary part of the relative dielectric function for this polarization. Formulas are in SI units; the example uses eV and Å.

Electron–hole attraction, local fields, phonons and broadening are left out. The edge laws below belong to this independent-electron model and are not claimed for a measured edge where those effects matter.

## From the golden rule to $\varepsilon_2$

For a uniform vector potential $\mathbf A(t)$, which commutes with $\mathbf p$,

$$
\frac{(\mathbf p+e\mathbf A)^2}{2m}+U=\frac{p^2}{2m}+U+\frac em\mathbf A\cdot\mathbf p+\frac{e^2A^2}{2m}. \tag{2}
$$

The last term is the same number for every state. It changes a common phase and causes no transitions.

The term in $\mathbf A\cdot\mathbf p$ conserves crystal momentum. Let $T$ translate by a lattice vector $\mathbf R$, so that $T\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf R}\psi_{n\mathbf k}$. Since $T^\dagger\mathbf pT=\mathbf p$,

$$
\langle\psi_{c\mathbf k'}|\mathbf p|\psi_{v\mathbf k}\rangle
=e^{i(\mathbf k-\mathbf k')\cdot\mathbf R}\langle\psi_{c\mathbf k'}|\mathbf p|\psi_{v\mathbf k}\rangle . \tag{3}
$$

The element vanishes unless the phase is 1 for every $\mathbf R$. For two vectors in the first Brillouin zone this requires $\mathbf k'=\mathbf k$: the transition is vertical. A real photon adds its wave vector $q$, which the uniform field neglects; the example estimates where this is safe.

Take $\mathbf A=A_0\hat{\mathbf e}\cos\omega t$. Half of the cosine, $\tfrac12e^{-i\omega t}$, drives absorption, so the rate for one transition is

$$
w_{cv}=\frac{2\pi}{\hbar}\left(\frac{eA_0}{2m}\right)^2|\hat{\mathbf e}\cdot\mathbf p_{cv}|^2\,\delta(E_{cv}-\hbar\omega). \tag{4}
$$

Stimulated emission is absent because the conduction bands are empty. The absorbed power per volume is $\hbar\omega$ times the sum of these rates, divided by $\Omega$.

The same power follows from the dielectric function. With $\mathbf E=-\partial\mathbf A/\partial t$, the field amplitude is $E_0=\omega A_0$. The polarization along $\hat{\mathbf e}$ has complex amplitude $\varepsilon_0(\varepsilon-1)E_0$, and its time derivative has amplitude $-i\omega\varepsilon_0(\varepsilon-1)E_0$. The average work per volume and time is therefore

$$
\tfrac12\,\mathrm{Re}\left[-i\omega\varepsilon_0(\varepsilon-1)\right]E_0^2=\tfrac12\varepsilon_0\omega\varepsilon_2\,\omega^2A_0^2 . \tag{5}
$$

Equate the two powers, include the spin factor 2, and replace $\Omega^{-1}\sum_{\mathbf k}$ by $\int d^3k/(2\pi)^3$. The numerical factors combine as

$$
\frac{2\hbar\omega}{\varepsilon_0\omega^3A_0^2}\cdot\frac{2\pi}{\hbar}\cdot\frac{e^2A_0^2}{4m^2}=\frac{\pi e^2}{\varepsilon_0m^2\omega^2},
$$

and the result is

$$
\boxed{\;\varepsilon_2(\omega)=\frac{\pi e^2}{\varepsilon_0m^2\omega^2}\sum_{cv}2\int\!\frac{d^3k}{(2\pi)^3}\,|\hat{\mathbf e}\cdot\mathbf p_{cv}(\mathbf k)|^2\,\delta(E_{cv}(\mathbf k)-\hbar\omega)\;} \tag{6}
$$

The field amplitude has dropped out, as it must in linear response. The numerical check propagates the filled states of one spin direction at one $\mathbf k$ through a weak pulse tuned close to the gap. Nearly all the absorbed energy goes into the transition from the highest valence band to the lowest conduction band, so the check tests the weight that (6) gives to this transition; the spin factor and the $\mathbf k$-space measure do not enter this test. The absorbed energy agrees with the value from (6) to within 0.02%, relative to the latter; this residue is set mainly by the time step of the propagation.

## Expansion about the gap

Let $E_{cv}$ have its minimum $E_g$ at $\mathbf k_0$, where $c$ and $v$ are nondegenerate apart from spin. The edge formulas below give the contribution of this one minimum. If the same gap also occurs at other points of the zone, such as $-\mathbf k_0$, the contributions add, each with its own masses and matrix elements. Write $\boldsymbol\kappa=\mathbf k-\mathbf k_0$ and

$$
x=\hbar\omega-E_g .
$$

From here on, $E_n$ and $\mathbf p_{nn'}$ without an argument are taken at $\mathbf k_0$. Writing $\psi_{n\mathbf k}=e^{i\boldsymbol\kappa\cdot\mathbf r}\phi_n$, where $\phi_n$ has Bloch vector $\mathbf k_0$, shifts $\mathbf p$ to $\mathbf p+\hbar\boldsymbol\kappa$. Then $\phi_n$ is an eigenstate of

$$
H(\boldsymbol\kappa)=H(0)+\frac{\hbar}{m}\boldsymbol\kappa\cdot\mathbf p+\frac{\hbar^2\kappa^2}{2m}. \tag{7}
$$

The first-order change of $E_{cv}$ is $(\hbar/m)\boldsymbol\kappa\cdot(\mathbf p_{cc}-\mathbf p_{vv})$. It must vanish at a minimum, so

$$
\mathbf p_{cc}=\mathbf p_{vv}. \tag{8}
$$

At second order the free-electron term cancels in the difference. Along principal axes $j$,

$$
E_{cv}\simeq E_g+\sum_j\frac{\hbar^2\kappa_j^2}{2\mu_j},\qquad
\frac1{\mu_j}=\frac2{m^2}\left[\sum_{n\ne c}\frac{|p^j_{cn}|^2}{E_c-E_n}-\sum_{n\ne v}\frac{|p^j_{vn}|^2}{E_v-E_n}\right], \tag{9}
$$

with all $\mu_j>0$.

The joint density of states is $J(x)=2\int d^3\kappa\,(2\pi)^{-3}\,\delta(E_{cv}-\hbar\omega)$. Set

$$
\kappa_j=\frac{\sqrt{2\mu_j}}{\hbar}s_j, \tag{10}
$$

so that $E_{cv}-E_g=s^2$ and $d^3\kappa=(2/\hbar^2)^{3/2}\sqrt{\mu_x\mu_y\mu_z}\,d^3s$. The remaining integral is

$$
\int_0^\infty4\pi s^2\,\delta(s^2-x)\,ds=4\pi x\,\frac1{2\sqrt x}=2\pi\sqrt x .
$$

Multiplying by $2/(2\pi)^3$ gives

$$
J(x)=\frac1{2\pi^2}\left(\frac2{\hbar^2}\right)^{3/2}\sqrt{\mu_x\mu_y\mu_z}\;\sqrt x ,\qquad x>0, \tag{11}
$$

and $J=0$ for $x<0$. The square root comes from three-dimensional phase space: the surface of constant $E_{cv}$ has area proportional to $x$, while the gradient of $E_{cv}$ grows as $\sqrt x$.

## The allowed edge

If $\hat{\mathbf e}\cdot\mathbf p_{cv}\neq0$ at $\mathbf k_0$, its value there can be taken out of the integral at leading order. Equations (6) and (11) give

$$
\boxed{\;\varepsilon_2\simeq\frac{\pi e^2}{\varepsilon_0m^2\omega^2}\,|\hat{\mathbf e}\cdot\mathbf p_{cv}|^2\,J(x)\propto\frac{\sqrt{\hbar\omega-E_g}}{\omega^2}\;} \tag{12}
$$

At leading order $\omega^2\varepsilon_2$ is a pure power of $x$. The factor $\omega^{-2}$ lowers the local logarithmic slope of $\varepsilon_2$ itself, taken with respect to $x$, by $2x/(E_g+x)$.

## The forbidden edge

Now let $\hat{\mathbf e}\cdot\mathbf p_{cv}=0$ at $\mathbf k_0$. Away from $\mathbf k_0$ the states mix. First-order perturbation theory with (7) gives

$$
|\phi_c(\boldsymbol\kappa)\rangle\simeq|c\rangle+\frac\hbar m\sum_{n\ne c}|n\rangle\frac{\boldsymbol\kappa\cdot\mathbf p_{nc}}{E_c-E_n}, \tag{13}
$$

and likewise for $v$. The momentum operator is now $\mathbf p+\hbar\boldsymbol\kappa$, but the added number contributes nothing between orthogonal states. To first order,

$$
\hat{\mathbf e}\cdot\mathbf p_{cv}(\mathbf k)\simeq\frac\hbar m\sum_j\kappa_j\left[\sum_{n\ne c}\frac{p^j_{cn}\,\hat{\mathbf e}\cdot\mathbf p_{nv}}{E_c-E_n}+\sum_{n\ne v}\frac{\hat{\mathbf e}\cdot\mathbf p_{cn}\,p^j_{nv}}{E_v-E_n}\right]. \tag{14}
$$

The term $n=v$ of the first sum and $n=c$ of the second add to $p^j_{cv}\,\hat{\mathbf e}\cdot(\mathbf p_{vv}-\mathbf p_{cc})/E_g$, which vanishes by (8). Only remote states remain:

$$
\hat{\mathbf e}\cdot\mathbf p_{cv}(\mathbf k)\simeq\hbar\sum_jg_j\kappa_j,\qquad
g_j=\frac1m\sum_{n\ne c,v}\left[\frac{p^j_{cn}\,\hat{\mathbf e}\cdot\mathbf p_{nv}}{E_c-E_n}+\frac{\hat{\mathbf e}\cdot\mathbf p_{cn}\,p^j_{nv}}{E_v-E_n}\right]. \tag{15}
$$

The numbers $g_j$ are dimensionless and depend on the polarization. With the scaling (10),

$$
|\hat{\mathbf e}\cdot\mathbf p_{cv}|^2=2\sum_{jl}g_jg_l^*\sqrt{\mu_j\mu_l}\,s_js_l .
$$

On the sphere $s^2=x$, the average of $s_js_l$ is $\delta_{jl}x/3$: cross terms cancel by reflection, and the three squares share $x$ equally. Hence

$$
\left\langle|\hat{\mathbf e}\cdot\mathbf p_{cv}|^2\right\rangle=\frac{2x}3\sum_j\mu_j|g_j|^2 , \tag{16}
$$

$$
\boxed{\;\varepsilon_2\simeq\frac{\pi e^2}{\varepsilon_0m^2\omega^2}\,\frac{2x}3\sum_j\mu_j|g_j|^2\,J(x)\propto\frac{(\hbar\omega-E_g)^{3/2}}{\omega^2}\;} \tag{17}
$$

The extra power of $x$ is the growth of the squared matrix element with distance from $\mathbf k_0$.

## When forbidden does not mean 3/2

Equation (17) needs at least one nonzero $g_j$. If the matrix element starts at order $\ell$ in $\boldsymbol\kappa$, its square scales as $s^{2\ell}=x^\ell$, and therefore

$$
\omega^2\varepsilon_2\propto x^{\ell+1/2}. \tag{18}
$$

Parity restricts $\ell$. Suppose inversion leaves $\mathbf k_0$ unchanged, up to a reciprocal lattice vector, and let $c$ and $v$ have parities $\pi_c,\pi_v=\pm1$. Inversion takes $\boldsymbol\kappa$ to $-\boldsymbol\kappa$ and reverses $\mathbf p$. With the phases fixed by perturbation theory from $\mathbf k_0$,

$$
\mathbf p_{cv}(\mathbf k_0+\boldsymbol\kappa)=-\pi_c\pi_v\,\mathbf p_{cv}(\mathbf k_0-\boldsymbol\kappa). \tag{19}
$$

For equal parities the element is odd in $\boldsymbol\kappa$: it vanishes at $\mathbf k_0$ and can start linearly, which gives the power 3/2. For opposite parities it is even. If another symmetry then removes a component at $\mathbf k_0$, that component cannot start before second order. A nonzero quadratic term gives the power 5/2.

## Two model crystals

Two models of the form (7), each with a finite set of states at $\mathbf k_0$ and round parameters, have $E_g=2$ eV. Couplings are quoted as energies $2|p|^2/m$.

In the first, the valence state $Z$ is odd and lies at 0 eV. The conduction state $S$ is even and lies at 2 eV. Two further filled states $X,Y$ lie at $-0.5$ eV, and even states $YZ,ZX,XY$ lie at 6 eV. $S$ couples to $X,Y,Z$ with 20 eV, and these couple to the upper even states with 15 eV. Equation (9) gives

$$
\frac m{\mu_z}=\frac{20}2+\frac{20}2=20,\qquad
\frac m{\mu_x}=\frac m{\mu_y}=\frac{20}{2.5}+\frac{15}6=10.5,
$$

so $\mu_z=0.0500\,m$ and $\mu_x=\mu_y=0.0952\,m$. Light along $z$ is allowed. The finite set of states describes only the neighbourhood of $\mathbf k_0$: the combination $X-Y$ has no coupling along [110], so the free-electron term of (7) lifts it above 0 eV at $\kappa\approx0.36$ Å$^{-1}$ and above 2 eV at $\kappa\approx0.81$ Å$^{-1}$. The constant-energy surfaces used below lie well inside these wave vectors.

In the second, the valence state $S$ at 0 eV and the conduction state $S'$ at 2 eV are both even. Odd states $X,Y$ lie at 8 eV and $Z$ at 7 eV. They couple to $S$ with 20 eV and to $S'$ with 3 eV. Here $\mu_z=0.443\,m$ and $\mu_x=\mu_y=0.500\,m$. For light along $z$, equation (15) has the single nonzero component

$$
|g_z|=\frac{\sqrt{20\times3}}2\left(\frac15+\frac17\right)=1.328 .
$$

Now take $x=10$ meV, so $\hbar\omega=2.01$ eV. With $C=\hbar^2/2m=3.810$ eV Å$^2$ and $e^2/\varepsilon_0=180.95$ eV Å, equations (6) and (11) become

$$
\varepsilon_2=\frac{\pi(e^2/\varepsilon_0)C}{(\hbar\omega)^2}\left\langle\frac{2|p|^2}m\right\rangle J,\qquad
J=\frac{\sqrt{\mu_x\mu_y\mu_z/m^3}}{2\pi^2C^{3/2}}\sqrt x . \tag{20}
$$

The first factor is 536 Å$^3$. For the allowed edge, $J=1.451\times10^{-5}$ eV$^{-1}$Å$^{-3}$ and

$$
\varepsilon_2=536\times20\times1.451\times10^{-5}=0.156 .
$$

For the forbidden edge, $J=2.267\times10^{-4}$ eV$^{-1}$Å$^{-3}$. By (16) the averaged coupling is $\tfrac43(0.01)(0.443)(1.328)^2=0.01042$ eV, so

$$
\varepsilon_2=536\times0.01042\times2.267\times10^{-4}=1.27\times10^{-3}.
$$

The forbidden model has the larger joint density of states, but its squared matrix element is about 1900 times smaller.

Diagonalizing the models and integrating (6) over the true constant-energy surfaces gives the full values below.

| $x$ (meV) | allowed, full | allowed, (12) | forbidden, full | forbidden, (17) |
|---:|---:|---:|---:|---:|
| 1 | 0.0497 | 0.0496 | 0.0000403 | 0.0000404 |
| 10 | 0.156 | 0.156 | 0.00124 | 0.00127 |
| 50 | 0.344 | 0.334 | 0.0121 | 0.0136 |
| 100 | 0.477 | 0.451 | 0.0292 | 0.0367 |

At 1 meV the local powers of $\omega^2\varepsilon_2$ are 0.501 and 1.498. At 100 meV they have moved to 0.56 and 1.29, and the full values differ from the edge formulas by $+6\%$ and $-20\%$, relative to the formulas. These deviations come from higher orders in $\boldsymbol\kappa$; the calculation does not separate the bands' share from that of the matrix elements.

Light along $x$ in the first model shows the third case. $S$ and $Z$ have opposite parity, and the reflections $x\to-x$ and $z\to-z$ make the element of $p_x$ odd in both $\kappa_x$ and $\kappa_z$. It therefore starts as $\kappa_x\kappa_z$. The computed local power at 1 meV is 2.500.

The vacuum wave vector of a 2 eV photon is $q=1.01\times10^{-3}$ Å$^{-1}$. Light polarized along $z$ travels perpendicular to $z$, say along $x$, so $q$ is to be compared with $\kappa_x$. At $x=50$ meV the parabolic $\kappa_x$ is 0.035 Å$^{-1}$ in the first model and 0.081 Å$^{-1}$ in the second. It falls to $q$ at excess energies of about 41 and 8 µeV. Inside the crystal the photon wave vector is larger by the refractive index, and these energies grow by its square. The vertical approximation is meant for $x$ well above these scales, so the limit $x\to0$ is a limit within the $q=0$ model.

## Reading a gap from a straight line

By (12), $(\omega^2\varepsilon_2)^2$ is linear in $\hbar\omega$ near an allowed edge. By (17), $(\omega^2\varepsilon_2)^{2/3}$ is linear near a forbidden one. Each line meets zero at $E_g$ as long as the leading law holds. Fits to nine equally spaced full values between 20 and 100 meV above the gap give 2.003 eV for the allowed edge and 1.995 eV for the forbidden edge; the errors of a few meV come from the corrections to the leading laws.

Squaring the forbidden data instead gives 2.030 eV, which is 30 meV too high; a dense sampling of the same window moves this to 2.032 eV. Under the leading law the squared quantity varies as $x^3$, which curves upward. A least-squares line cuts such a curve at two points inside the window. Below the lower of these points it runs under the curve, so it reaches zero at a positive $x$; here that zero falls inside the window itself. The exponent must therefore be known, from symmetry or from the data, before the intercept can be read as the gap.

## Calculated quantities

```
hbar^2/2m = 3.80998 eV A^2; e^2/eps0 = 180.9513 eV A
Allowed model levels S,X,Y,Z,YZ,ZX,XY (eV): [ 2.  -0.5 -0.5  0.   6.   6.   6. ]
  2p^2/m: S to X,Y,Z 20.0 eV; odd to YZ,ZX,XY 15.0 eV
Forbidden model levels S,S',X,Y,Z (eV): [0. 2. 8. 8. 7.]
  2p^2/m: S to X,Y,Z 20.0 eV; S' to X,Y,Z 3.0 eV
Allowed, axis x, masses/m: valence -0.6667, conduction 0.1111, reduced 0.09524
Allowed, axis z, masses/m: valence -0.1111, conduction 0.0909, reduced 0.05000
Forbidden, axis x, masses/m: valence -0.6667, conduction 2.0000, reduced 0.50000
Forbidden, axis z, masses/m: valence -0.5385, conduction 2.5000, reduced 0.44304
Allowed |p_z|/hbar at gap = 1.1456 1/A
Forbidden |p_z|/(hbar k_z) = 1.3279 (dimensionless)
Vacuum photon wave vector at 2 eV = 1.014e-03 1/A
  allowed: parabolic k_z at 50 meV excess 0.0256 1/A; excess where k_z=q 78.28 micro-eV
  forbidden: parabolic k_z at 50 meV excess 0.0763 1/A; excess where k_z=q 8.83 micro-eV
eps2 for z light: full surface integral | edge formula
  excess     1 meV: allowed 0.04966 | 0.04963; forbidden 4.0294e-05 | 4.0394e-05; full ratio a/f 1232.40
  excess    10 meV: allowed 0.15642 | 0.15554; forbidden 1.2354e-03 | 1.2659e-03; full ratio a/f 126.62
  excess    50 meV: allowed 0.34400 | 0.33437; forbidden 1.2088e-02 | 1.3607e-02; full ratio a/f 28.46
  excess   100 meV: allowed 0.47719 | 0.45062; forbidden 2.9189e-02 | 3.6675e-02; full ratio a/f 16.35
Local power of E^2 eps2 at 1 meV: allowed 0.5006, forbidden 1.4975, quadratic case 2.5004
Local power at 100 meV, allowed: E^2 eps2 0.5583, eps2 0.4630
Local power at 100 meV, forbidden: E^2 eps2 1.2877, eps2 1.1924
Allowed model, x light, 50 meV: eps2 = 3.0597e-04
Gap from line fit, 20 to 100 meV above the true gap of 2 eV:
  allowed, power 2: 2.0032 eV
  forbidden, power 2/3: 1.9953 eV
  forbidden, wrong power 2: 2.0303 eV
Pulse test: absorbed 8.259710e-05 eV, from eps2 8.261016e-05 eV
Chain test: largest |p|/hbar vertical 0.6369 1/A, nonvertical 1.6e-16 1/A
k-grid / surface integral: allowed 0.99969, forbidden 1.00070
```
